# How many Jackson-damped Chebyshev moments give 10 meV broadening?

## The form of the answer

A Chebyshev calculation knows a Hamiltonian $H$ through $N$ numbers, its moments. The spectrum lies in a window $-a\le E\le a$, and $a$ is the sole energy that enters the expansion. The broadening of a level at $E_0=ax$ must therefore be $a$ times a function of $N$ and $x$.

Writing $E=a\cos\theta$ turns Chebyshev polynomials into cosines, $T_n(\cos\theta)=\cos n\theta$. With orders $0$ to $N-1$, the highest harmonic is $N-1$, so details in $\theta$ are blurred over an angle of order $1/N$. Since $|dE|=a\sin\theta\,|d\theta|$,

$$\sigma\approx C\,\frac{a}{N}\sqrt{1-x^2}.$$

The constant $C$ follows from a particle in a box. A non-negative line shape in angle is the squared modulus of an amplitude, whose Fourier coefficients occupy an interval of length $N$ and vanish at its ends. The mean square angle is then the mean square derivative of these coefficients. The smoothest choice is the lowest standing wave, $\sin(\pi s/N)$, for which it equals $(\pi/N)^2$. Hence $C=\pi$, and at the centre

$$N\approx\frac{\pi a}{\sigma}=\frac{\pi\times10\ \text{eV}}{0.010\ \text{eV}}\approx3142 .$$

Here $\sigma$ is a standard deviation. Other meanings of "broadening" change the count, as shown below.

## From moments to a line shape

Let $|v\rangle$ be a normalized state. Its spectral function is $\sum_s|\langle v|s\rangle|^2\delta(E-E_s)$, and its moments are $\mu_n=\langle v|T_n(H/a)|v\rangle$. They are computed by the recursion $T_{n+1}(y)=2yT_n(y)-T_{n-1}(y)$, at the cost of one product of $H$ with a vector per order. The identities $T_{2n}=2T_n^2-1$ and $T_{2n+1}=2T_{n+1}T_n-T_1$ halve this cost, because they give two moments from scalar products of the vectors $T_n(H/a)|v\rangle$ already at hand.

It suffices to follow one level, at $\theta_0=\arccos x$. On $0\le\theta\le\pi$ its delta function has the cosine series $\frac1\pi[1+2\sum_{n\ge1}\cos n\theta\cos n\theta_0]$. Truncating it and multiplying each term by a damping factor $g_n$, with $g_0=1$, gives

$$\frac1\pi\Big[1+2\sum_{n=1}^{N-1}g_n\cos n\theta\cos n\theta_0\Big]=p(\theta-\theta_0)+p(\theta+\theta_0),$$

$$p(\phi)=\frac1{2\pi}\Big[1+2\sum_{n=1}^{N-1}g_n\cos n\phi\Big],$$

because $2\cos n\theta\cos n\theta_0=\cos n(\theta-\theta_0)+\cos n(\theta+\theta_0)$. This is a density in angle; division by $a\sin\theta$ makes it a density in energy.

We require $p\ge0$, so that a density of states cannot become negative. Then

$$p(\phi)=\frac1{2\pi}\Big|\sum_{\nu=0}^{N-1}c_\nu e^{i\nu\phi}\Big|^2,\qquad \sum_\nu|c_\nu|^2=1 .$$

To see that this form is general, set $z=e^{i\phi}$ and multiply $p$ by a power of $z$ to make it a polynomial. Since $p$ is real on the unit circle, zeros off the circle come in pairs $z_0,1/z_0^*$; since $p$ does not change sign, zeros on the circle have even order. On the circle $|z-1/z_0^*|=|z-z_0|/|z_0|$, so one factor from each pair supplies the amplitude. For real $c_\nu$, multiplying out the square gives $g_n=\sum_\nu c_\nu c_{\nu+n}$.

## The Jackson factors

The Jackson kernel minimizes $\langle1-\cos\phi\rangle=1-g_1$, which is half the mean square angle for a narrow line. We maximize $g_1=\sum_\nu c_\nu c_{\nu+1}$ at fixed norm. The stationary condition is

$$\tfrac12(c_{\nu-1}+c_{\nu+1})=\lambda c_\nu,\qquad c_{-1}=c_N=0 .$$

The solutions are $c_\nu\propto\sin[q(\nu+1)]$ with $\lambda=\cos q$, because $\sin q\nu+\sin q(\nu+2)=2\cos q\,\sin q(\nu+1)$. The condition $c_N=0$ makes $q(N+1)$ a multiple of $\pi$, and the largest $\lambda$ belongs to

$$q=\frac{\pi}{N+1}.$$

Complex $c_\nu$ cannot do better, since the largest eigenvalue bounds the form for them too. The norm uses $\sum_{m=1}^N\sin^2qm=(N+1)/2$, so the squared prefactor is $2/(N+1)$. Therefore

$$g_n=\frac{2}{N+1}\sum_{m=1}^{N-n}\sin qm\,\sin q(m+n)
=\frac1{N+1}\sum_{m=1}^{N-n}\big[\cos qn-\cos q(2m+n)\big].$$

The second sum is $\sin[(N-n)q]\cos[(N+1)q]/\sin q$. Here $\cos[(N+1)q]=-1$ and $\sin[(N-n)q]=\sin[\pi-(n+1)q]=\sin[(n+1)q]$. Expanding $\sin[(n+1)q]$ then gives

$$g_n=\frac{(N-n+1)\cos nq+\sin nq\,\cot q}{N+1}.$$

In particular $g_1=\cos q$. For $n=2$, $\sin2q\cot q=2\cos^2q=1+\cos2q$, so $g_2=(N\cos2q+1)/(N+1)$.

## The width in energy

For a function of $\cos\theta$, the term $p(\theta+\theta_0)$ on $[0,\pi]$ is the same as $p(\theta-\theta_0)$ on $[-\pi,0]$. Averages can thus be taken with $p(\theta-\theta_0)$ over the full circle:

$$\langle\cos\theta\rangle=g_1x,\qquad \langle\cos^2\theta\rangle=\tfrac12\big[1+g_2(2x^2-1)\big].$$

The variance is

$$\frac{\sigma^2}{a^2}=\frac{1-g_2}{2}+x^2(g_2-g_1^2).$$

The two pieces are

$$\frac{1-g_2}2=\frac{N(1-\cos2q)}{2(N+1)}=\frac{N\sin^2q}{N+1},$$

$$g_2-g_1^2=\frac{N(2\cos^2q-1)+1-(N+1)\cos^2q}{N+1}=-\frac{(N-1)\sin^2q}{N+1},$$

and so

$$\boxed{\;\sigma=a\sin q\,\sqrt{\frac{N-(N-1)x^2}{N+1}}\;}$$

For large $N$ and $1-x^2\gg1/N$ this becomes $(\pi a/N)\sqrt{1-x^2}$, which confirms the estimate. At the edge, $x=\pm1$, it becomes $\pi a/N^{3/2}$. The resolution is finer there because $E$ is stationary in $\theta$, which narrows the core of the line to a width of order $a/N^2$. The larger standard deviation, of order $a/N^{3/2}$, comes almost entirely from the tails of the line.

At the centre the next order is $\sigma\approx(\pi a/N)(1-3/2N)$, or $N\approx\pi a/\sigma-3/2$. The smallest integer with $\sigma\le10$ meV is $N=3141$, for which $\sigma=9.997$ meV. With $N=3000$ the standard deviation is 10.47 meV, so this round number misses the target by about 5% of 10 meV.

## Could another kernel need fewer?

Jackson's kernel minimizes $1-g_1$, whereas the variance at the centre is $a^2(1-g_2)/2$ for any damping factors. The best possible $g_2$ is found in the same way. The form $\sum_\nu c_\nu c_{\nu+2}$ couples even $\nu$ to even and odd to odd, giving two separate chains. The longer has $\lceil N/2\rceil$ sites, and a chain of $M$ sites has largest eigenvalue $\cos[\pi/(M+1)]$. With $(1-\cos y)/2=\sin^2(y/2)$,

$$\sigma\ge a\sin\frac{\pi}{2\lceil N/2\rceil+2}.$$

A 10 meV standard deviation at the centre thus requires at least 3139 moments with any non-negative kernel of this damped form. Jackson's kernel is within two moments of that bound. The kernel that reaches it at $N=3139$ lives on one chain only, so it has $g_1=0$ and splits a level at $E_0$ equally between $+E_0$ and $-E_0$; it is of use only at the centre.

## Standard deviation or width at half maximum

The full line shape settles the other definitions. Let $S=\sum_{m=0}^N\sin(qm)e^{im\phi}$, where the term $m=0$ is zero and is included for convenience, and write the sine as two exponentials. Both geometric sums have the numerator $1+e^{i(N+1)\phi}$, because $e^{\pm i(N+1)q}=-1$. Their denominators combine as

$$\frac1{1-e^{i(\phi+q)}}-\frac1{1-e^{i(\phi-q)}}=\frac{2i\sin q\,e^{i\phi}}{2e^{i\phi}(\cos\phi-\cos q)}=\frac{i\sin q}{\cos\phi-\cos q}.$$

With the prefactor $1/2i$ and $|1+e^{i(N+1)\phi}|=2|\cos[(N+1)\phi/2]|$, the normalized square is

$$p(\phi)=\frac{\sin^2q\,\cos^2[(N+1)\phi/2]}{\pi(N+1)(\cos\phi-\cos q)^2}.$$

For small angles let $u=(N+1)\phi$. Then $\cos\phi-\cos q\approx(\pi^2-u^2)/[2(N+1)^2]$ and

$$p\approx(N+1)\,\frac{4\pi\cos^2(u/2)}{(\pi^2-u^2)^2}.$$

A numerical root search places half maximum at $u=3.735$. At the centre the full width at half maximum is $2\times3.735\,a/(N+1)$, or 23.8 meV for $N=3141$. The counts for 10 meV are therefore:

- standard deviation: 3141 moments;
- half width at half maximum: 3735 moments;
- full width at half maximum: 7470 moments.

The core is close to a Gaussian, whose full width would be $2.355\,\sigma$ instead of $2.378\,\sigma$. The tails differ: they fall as $u^{-4}$, apart from the oscillating cosine. Numerical integration puts 0.51% of the weight beyond $3\sigma$, against 0.27% for a Gaussian.

## A graphene spin channel

Take one spin species on a honeycomb lattice with nearest-neighbour hopping $t=3$ eV and independent site energies, uniform in $[-W/2,W/2]$ with $W=2$ eV. The clean bands are

$$E=\pm t|f|,\qquad f=1+e^{-ik_1}+e^{-ik_2},$$

where $k_1,k_2$ are the phases between neighbouring cells. Since $|f|\le3$, the whole spectrum lies within $3t+W/2=10$ eV of zero. This bound is our $a$, and the Dirac point, where $f=0$, is at the centre.

As a check of the width formula, the recursion with $N=3141$ was started from eigenstates of a disordered 50-site sample. The levels at 1.596 and 7.265 eV acquired standard deviations of 9.87 and 6.87 meV, as the boxed formula gives.

**False density at the node.** Near one node set $k_1=2\pi/3+\kappa_1$ and $k_2=-2\pi/3+\kappa_2$. To lowest order $|f|^2=\kappa_1^2+\kappa_2^2-\kappa_1\kappa_2$, a quadratic form of determinant $3/4$. The region $t|f|<\varepsilon$ is an ellipse of area $2\pi\varepsilon^2/(\sqrt3t^2)$. Dividing by $(2\pi)^2$, counting two nodes and differentiating gives the density per cell and spin,

$$\rho(E)=\frac{2|E|}{\sqrt3\,\pi t^2}.$$

It vanishes at $E=0$, but the broadened density there is $2\langle|E|\rangle/(\sqrt3\pi t^2)$. Integrating the line shape numerically gives $\langle|u|\rangle=2.431$, so $\langle|E|\rangle=2.431\,a/3142=7.74$ meV and

$$\rho_{\rm false}=\frac{2\times0.00774}{\sqrt3\,\pi\times9}\approx3.16\times10^{-4}\ \text{per eV, cell and spin}.$$

A sum over the full clean bands gives the same value to the digits shown.

**Sample size.** At $E=0$ the odd $T_n$ vanish, so the broadened density is a sum over $k$ of a polynomial in $E^2=t^2|f|^2$ of degree at most $(N-1)/2=1570$. Each factor $|f|^2=3+2\cos k_1+2\cos k_2+2\cos(k_1-k_2)$ raises the harmonic in $k_1$ or $k_2$ by at most one. A uniform grid integrates harmonics up to 1570 without error once it has 1571 points per direction. A clean periodic sample of $1571\times1571$ cells, or 4.94 million atoms, thus reproduces the infinite lattice at this energy. With a cell length of 0.246 nm its side is 386 nm. This size is sufficient but not necessary: 850 cells per side already agree with it to about one part in $10^5$.

With 600 cells per side the result is $4.57\times10^{-4}$, which is 45% too high. Because 600 is divisible by 3, both nodes lie on the grid and supply four levels at zero. Each has peak height $p(0)/a=4(N+1)/(\pi^3a)\approx40.5$ per eV, so together they contribute $4\times40.5/600^2=4.5\times10^{-4}$, nearly the whole result.

## When 10 meV is not enough for transport

The Kubo–Greenwood conductivity contains $\mathrm{Tr}[v\,\delta(E-H)\,v\,\delta(E-H)]$, with $v$ the velocity operator. Expanding both delta functions gives a table of $N^2=9.87$ million double moments, or 158 MB at 16 bytes each. In the eigenbasis of $H$ each exact moment is $\sum_{ab}|v_{ab}|^2T_n(E_a/a)T_m(E_b/a)$, which is real and symmetric in the two orders for any Hermitian $H$ and $v$, so about 39 MB is enough to store the table. In a perfect lattice the squared line shape integrates to something of order $1/\sigma$, so the kernel itself produces a finite conductivity. Disorder controls the answer when its level width is well above $\sigma$.

To leading order in $W^2$, that width follows from the golden rule. The site energies have variance $W^2/12$. In a sample of $N_c$ cells a Bloch state has weight $1/(2N_c)$ on each of $2N_c$ sites, so

$$\overline{|\langle k'|V|k\rangle|^2}=2N_c\,\frac{W^2}{12}\,\frac1{(2N_c)^2}=\frac{W^2}{24N_c}.$$

With $N_c\rho$ final states per unit energy, $1/\tau=(2\pi/\hbar)W^2\rho/24$. The half-width of the level is

$$\Gamma=\frac{\hbar}{2\tau}=\frac{\pi W^2\rho}{24}=\frac{W^2|E|}{12\sqrt3\,t^2}.$$

A numerical comparison followed Bloch states at 0.995 eV in eight disordered samples of $200\times200$ cells. The decay of their averaged amplitude gave $\Gamma=23.4$ meV, against 21.3 meV from the formula. The 10% difference may come from higher orders in $W$, band curvature, the finite sample size or sampling noise; these were not separated.

At 0.3 eV the formula gives $\Gamma=6.4$ meV, less than the 10 meV of the kernel. Within this formula the two are equal near 0.47 eV. The coherent-potential approximation on the full bands raises the width by about 5%, to about 6.7 meV at 0.3 eV, and moves the crossing to about 0.445 eV. If one asks for $\sigma=\Gamma/5$ at 0.3 eV, a chosen margin, about 24,000 moments are needed. Three thousand moments can thus serve for a density of states and still fail for a conductivity in the same sample.

## The model beside real graphene

The hopping is near the usual rough value for graphene. Independent site disorder of 2 eV on every atom is far stronger than in a good device; weaker disorder makes $\Gamma$ smaller and the demand on $N$ greater. The model also omits the carbon $\sigma$ bands. Including them widens the window, and $N$ grows in proportion to $a$, as it does for any safety margin in the rescaling.

A second-neighbour hopping $t'$ adds $-t'(|f|^2-3)$ to both bands. For $t>6t'$ the band edges lie at $-6t'\pm3t$ and the node at $+3t'$, so the node sits $9t'$ from the centre. For $t'=0.1$ eV the offset is 0.9 eV. With the window re-centred and $a$ held at 10 eV, this changes $\sigma$ by a factor of 0.996.

Temperature matters more. The thermal weight $-\partial f_T/\partial E$, with $f_T$ the Fermi function, has variance $(k_BT)^2\int y^2\,dy/[4\cosh^2(y/2)]$. Expanding the integrand in powers of $e^{-y}$ gives $4\sum_{m\ge1}(-1)^{m+1}/m^2=\pi^2/3$. The standard deviation is $\pi k_BT/\sqrt3=46.9$ meV at 300 K, so a thermally averaged density of states is smeared mainly by temperature. This does not relax the condition $\sigma\ll\Gamma$. The kernel broadens the two delta functions in the trace separately, so it also blurs the difference between their energies, and a thermal average over the common energy does not repair that.

A spin-orbit splitting of roughly 1 meV, a plausible scale for graphene on a heavy-element substrate, is hidden by a 10 meV kernel. Reaching $\sigma=1$ meV in the same window takes about 31,400 moments, and even that does not separate the two levels: near the centre, two equal Jackson lines show a dip between them only when they are more than about $2.15\,\sigma$ apart. For a splitting of 1 meV this means about 68,000 moments.
